# Uphill diffusion and the second law in a ternary alloy

**Q:** I have a welded couple of two steels, both containing carbon and one containing much more silicon. My model says that carbon leaves the silicon-rich half and collects in the other half, which was richer in carbon from the start. Diffusion is supposed to even things out. If carbon unmixes itself, entropy falls, and the second law is broken. The model must be wrong.

**A:** Which entropy falls? Let us write the carbon part of it. Take \(n\) lattice sites per volume, and let \(y_C\) be the number of carbon atoms per lattice site. Carbon sits in interstices, one per site, so its ideal mixing entropy per unit area of the couple is

\[
S_C=-nk\int[y_C\ln y_C+(1-y_C)\ln(1-y_C)]\,dx .
\]

The derivative of the bracket with respect to \(y_C\) is \(\ln[y_C/(1-y_C)]\), because the two constants \(+1\) and \(-1\) cancel. Carbon conservation reads \(n\,\partial_t y_C=-\partial_x J_C\), so

\[
\frac{dS_C}{dt}=k\int \ln\frac{y_C}{1-y_C}\,\partial_xJ_C\,dx
=-k\int\frac{J_C\,\partial_xy_C}{y_C(1-y_C)}\,dx .
\]

The last step is an integration by parts; the boundary term vanishes because the ends are closed. Where carbon flows up its concentration gradient, \(J_C\,\partial_xy_C>0\) and the contribution is negative. You are right about this term. It is one entry in the balance, though, and the second law speaks about the whole balance.

**Q:** What else is there? The couple sits in a furnace at fixed temperature, and nothing but carbon is moving appreciably.

**A:** The furnace is part of it. At constant temperature and pressure the alloy gives the furnace the heat \(Q=-\Delta H\), where \(H\) is the enthalpy of the alloy. The entropy of alloy and furnace together changes by

\[
\Delta S_{\rm tot}=\Delta S+\frac{Q}{T}=\Delta S-\frac{\Delta H}{T}=-\frac{\Delta G}{T}.
\]

So we need the Gibbs energy \(G\). Let silicon (S) and the host metal (M) share the lattice, with fractions \(y_S\) and \(y_M=1-y_S\). A simple energy per site is

\[
\begin{aligned}
g={}&kT[y_C\ln y_C+(1-y_C)\ln(1-y_C)]\\
&+kT[y_S\ln y_S+y_M\ln y_M]+W y_Cy_S .
\end{aligned}
\]

Constant and linear terms are left out, since they affect neither potential gradients nor, with conserved amounts, changes of \(G\). I take \(W>0\), a carbon–silicon repulsion, as purely energetic. The alloy's entropy change at fixed \(T\) is then that of mixing, and \(W\) enters the heat.

**Q:** And what drives the atoms in this description?

**A:** Gradients of chemical potential. The total energy is \(G=Ng\), with \(N=N_S+N_M\), \(y_C=N_C/N\) and \(y_S=N_S/N\). Differentiating with respect to each atom number gives

\[
\begin{aligned}
\mu_C&=\frac{\partial g}{\partial y_C}=kT\ln\frac{y_C}{1-y_C}+Wy_S,\\
\mu_M&=g-y_C\mu_C-y_S\Delta,\qquad \mu_S=\mu_M+\Delta,\\
\Delta&=\frac{\partial g}{\partial y_S}=kT\ln\frac{y_S}{y_M}+Wy_C .
\end{aligned}
\]

In \(\mu_M\), the subtractions arise because adding a host atom raises \(N\) and dilutes both \(y_C\) and \(y_S\).

Now assume that carbon is much faster than the lattice atoms. With diffusion coefficient \(D_C\),

\[
\begin{aligned}
J_C&\simeq-\frac{nD_C}{kT}y_C(1-y_C)\,\partial_x\mu_C\\
&=-nD_C\left[\partial_xy_C+y_C(1-y_C)\frac{W}{kT}\,\partial_xy_S\right].
\end{aligned}
\]

The second line follows from \(\partial_x\ln[y_C/(1-y_C)]=\partial_xy_C/[y_C(1-y_C)]\). With uniform silicon or \(W=0\), this is Fick's law. Put the silicon-rich half on the left, so \(\partial_xy_S<0\), and let carbon increase to the right. Carbon flows right, uphill, if

\[
0<\partial_xy_C<y_C(1-y_C)\frac{W}{kT}\,|\partial_xy_S| .
\]

**Q:** Isn't that just an unstable alloy that wants to separate into two phases?

**A:** No. Spinodal instability needs a free energy that is not convex. Here the second derivatives are \(kT/[y_C(1-y_C)]\), \(kT/[y_Sy_M]\) and the mixed one \(W\). The first two are positive, so convexity requires

\[
\frac{1}{y_C(1-y_C)\,y_Sy_M}>\left(\frac{W}{kT}\right)^2 .
\]

For \(W/kT=5.263\) the right side is 27.7. At \(y_C=0.02\), \(y_S=0.0275\), the left side is about 1900. The uniform alloy is stable in this model, and uphill flow occurs because silicon has been placed unevenly.

**Q:** Fine, carbon follows its potential. But you still have to show that the total is positive when all three species move. Silicon and host atoms exchange places at different rates, and the lattice drifts.

**A:** First turn the loss of \(G\) into fluxes. Count position by lattice atoms, so that in this frame \(J_S+J_M=0\), and keep \(n\) constant. Then

\[
\begin{aligned}
\frac{dG}{dt}&=n\int(\mu_C\,\partial_ty_C+\Delta\,\partial_ty_S)\,dx\\
&=-\int(\mu_C\,\partial_xJ_C+\Delta\,\partial_xJ_S)\,dx\\
&=\int(J_C\,\partial_x\mu_C+J_S\,\partial_x\Delta)\,dx .
\end{aligned}
\]

Here \(G\) is per unit area, and closed ends again remove the boundary terms. Define forces \(X_k=-\partial_x\mu_k\). Since \(J_M=-J_S\), we have \(J_S(X_S-X_M)=J_SX_S+J_MX_M\). The entropy production per volume is therefore

\[
\sigma=\frac{1}{T}\left(J_CX_C+J_SX_S+J_MX_M\right),\qquad
\frac{dS_{\rm tot}}{dt}=\int\sigma\,dx .
\]

Next go to the frame of the crystal lattice itself. With vacancies in equilibrium and no direct kinetic coupling between species, the fluxes there are

\[
\begin{aligned}
j_C&=\frac{n}{kT}y_C(1-y_C)D_CX_C,\\
j_S&=\frac{n}{kT}y_SD_SX_S,\qquad
j_M=\frac{n}{kT}y_MD_MX_M .
\end{aligned}
\]

Removing the net flow of lattice atoms gives \(J_k=j_k-y_k(j_S+j_M)\). For S and M these add to zero because \(y_S+y_M=1\). Thus

\[
\sum_kJ_kX_k=\sum_kj_kX_k-(j_S+j_M)\sum_ky_kX_k .
\]

The last sum vanishes. To see it, differentiate \(\mu_M=g-y_C\mu_C-y_S\Delta\). The gradient of \(g\) is \(\mu_C\partial_xy_C+\Delta\,\partial_xy_S\), which cancels two terms and leaves \(\partial_x\mu_M=-y_C\partial_x\mu_C-y_S\partial_x\Delta\). Therefore

\[
\begin{aligned}
\sum_ky_k\partial_x\mu_k
&=y_C\partial_x\mu_C+(y_S+y_M)\partial_x\mu_M+y_S\partial_x\Delta\\
&=0,
\end{aligned}
\]

which is the Gibbs–Duhem relation. What remains is

\[
\begin{aligned}
\sigma=\frac{n}{kT^2}\bigl[&y_C(1-y_C)D_CX_C^2\\
&+y_SD_SX_S^2+y_MD_MX_M^2\bigr]\ge0 .
\end{aligned}
\]

Every coefficient is positive. No concentration gradient appears by itself, so its sign relative to a flux cannot make \(\sigma\) negative.

**Q:** I want to see the numbers. Start with carbon already richer on the side where it is going.

**A:** Take a couple 400 µm long at 1323 K, with \(kT=0.1140\) eV, \(W=0.60\) eV and \(n=8.2\times10^{22}\) cm⁻³. The diffusion coefficients for C, Si and host are \(4\times10^{-7}\), \(5\times10^{-11}\) and \(5\times10^{-12}\) cm²/s. These are rough values for the regime of carbon in silicon-bearing austenite, the face-centred cubic form of iron.

On the left \(y_S=0.050\) and \(y_C=0.019\); on the right \(y_S=0.005\) and \(y_C=0.021\). The weld is smoothed with a standard deviation of 5 µm. The critical ratio of slopes is \(0.02\times0.98\times5.263=0.103\). The actual ratio is \(0.002/0.045=0.044\), so carbon should flow uphill.

At the centre of the weld, \(\partial_xy_C=0.002/(5\sqrt{2\pi})=1.596\times10^{-4}\) µm⁻¹. Dividing by 0.0444 gives \(\partial_xy_S=-3.59\times10^{-3}\) µm⁻¹. Hence

\[
\begin{aligned}
\partial_x\mu_C&\simeq114.0\,\frac{1.596\times10^{-4}}{0.0196}
-600(3.59\times10^{-3})\\
&\simeq0.928-2.154=-1.23\ \text{meV/µm}.
\end{aligned}
\]

The concentration rises to the right while the potential falls. The carbon flux is \(6.9\times10^{16}\) atoms/(cm² s) to the right. It is still uphill at the weld after 600 s, when the end values of \(y_C\) have become 0.0181 and 0.0219.

**Q:** Now the entropy. You admitted that the carbon term is negative.

**A:** It is. Over the first 600 s, the full solution with all three species moving gives these changes per area:

| Contribution | µJ/(K cm²) |
|---|---:|
| Carbon mixing | −3.66 |
| Silicon–host mixing | +1.62 |
| Heat to furnace, \(Q/T\) | +5.50 |
| Total | +3.46 |

The alloy's mixing entropy falls by 2.04 µJ/(K cm²). Carbon has moved away from silicon, which lowers the repulsive energy, and the released heat raises the furnace entropy by more than that. The silicon–host entry depends on the assumed weld width. With a standard deviation of 1 µm it is +4.72, the carbon entry is −3.73, the alloy's mixing entropy rises by 0.99 and the total is 6.57. The net fall of mixing entropy at 600 s needs a standard deviation above about 1.5 to 2 µm, and for 5 µm it lasts until about 2000 s.

The total was tested by two routes. The free energies of the initial and final profiles give 3.4597 µJ/(K cm²). Integrating the three squared terms over space and time gives 3.4592. Carbon contributes about 1.86 to the latter, silicon about 1.59 and the host 0.004. Carbon moves uphill in concentration at the weld, and downhill on either side, where silicon is nearly uniform. Its contribution is positive in both places, because it contains the square of the force \(X_C=-\partial_x\mu_C\).

**Q:** Then I shall insulate the couple. There is no furnace to rescue you, and the alloy's mixing entropy still falls.

**A:** The heat then stays in the alloy as thermal motion. With the classical lattice heat capacity of \(3k\) per site, the temperature rises by 0.054 K; hot austenite has a somewhat larger heat capacity and warms less. If \(C\) is the heat capacity per area, the thermal entropy increases by

\[
C\ln\left(1+\frac{\delta T}{T}\right)\simeq\frac{C\,\delta T}{T}=\frac{Q}{T}.
\]

The relative error of this expansion is about \(\delta T/(2T)\), or \(2\times10^{-5}\). I have taken the released energy from the isothermal solution, which is reasonable for so small a rise. The thermal entropy takes the furnace's place in the balance.

**Q:** Does carbon stay separated for good? That would be a strange equilibrium.

**A:** There are two time scales. The slowest carbon relaxation takes about \(L^2/(\pi^2D_C)=0.04^2/(\pi^2\times4\times10^{-7})\simeq400\) s. For silicon, the slow eigenvalue of the diffusion matrix, \(4.8\times10^{-11}\) cm²/s, gives about \(3.4\times10^6\) s.

Between these times silicon is nearly frozen and \(\mu_C\) levels out. Setting it equal at the two ends gives

\[
\ln\frac{y_C^R/(1-y_C^R)}{y_C^L/(1-y_C^L)}
=\frac{W}{kT}(y_S^L-y_S^R)=5.263\times0.045=0.237 .
\]

Together with carbon conservation this gives 0.01769 on the left and 0.02231 on the right. The full solution at 5000 s has 0.01769 and 0.02232. Silicon then spreads, the reason for the carbon difference disappears, and by \(3\times10^7\) s both ends have \(y_C=0.0200\).

Over this whole history, total entropy rises by 477 µJ/(K cm²), mostly from silicon–host mixing. The heat entry is now −5.2, so the alloy has absorbed heat overall. Neglecting the width of the weld, the average of \(y_Cy_S\) rises from \(5.28\times10^{-4}\) to \(5.50\times10^{-4}\), which costs repulsive energy. A single entry can change sign; the total production cannot.

**Q:** So the correct rule is that each species flows down its own chemical potential?

**A:** That rule holds in the lattice frame of this model. It is still stronger than the second law. Consider a separate local state in dimensionless units with \(n/(kT)=1\), \(y_C=y_S=y_M=0.5\) and \(D_C,D_S,D_M=1,10,1\). Choose \(X_C=0.4\) and \(X_S-X_M=1\). Gibbs–Duhem gives

\[
X_M=-(0.5\times1+0.5\times0.4)=-0.7,\qquad X_S=0.3 .
\]

The lattice-frame fluxes are

\[
\begin{aligned}
j_C&=0.25\times1\times0.4=0.10,\\
j_S&=0.5\times10\times0.3=1.50,\\
j_M&=0.5\times1\times(-0.7)=-0.35 .
\end{aligned}
\]

The net lattice-atom flux is 1.15. In the frame that removes it, \(J_C=0.10-0.5\times1.15=-0.475\), and \(J_S=1.50-0.575=0.925\). Carbon now moves against its own force, and its product is \(J_CX_C=-0.19\). The other product is \(J_S(X_S-X_M)=0.925\), so the total is 0.735. In the lattice frame the three products are 0.04, 0.45 and 0.245, again adding to 0.735. The split depends on the frame; the sum does not.

**Q:** What would a real violation look like, then?

**A:** A negative total. If species are also coupled directly, write \(J_i=\sum_jL_{ij}X_j\) for independent forces. Then \(T\sigma=\sum_{ij}X_iL_{ij}X_j\) must be non-negative for every choice of forces. For two forces and symmetric \(L\), this means \(L_{11}\ge0\), \(L_{22}\ge0\) and \(L_{11}L_{22}\ge L_{12}^2\). A fitted set of coefficients that fails this condition is inadmissible, even if it never produces uphill flow in your particular couple.

**Q:** How far should I trust your couple as a description of steel?

**A:** The direction is sound: silicon raises the chemical potential of carbon in austenite, and carbon is known to move from silicon-rich to silicon-poor steel in welded couples. The sizes are rough. Measurements on austenite near this temperature suggest an effective \(W/kT\) of about 9 to 10, nearly twice my 5.3, and it need not be purely energetic; the real carbon step is correspondingly larger. My couple is short; at fixed \(D_C\), one ten times longer needs a hundred times longer for carbon to level its potential.

Real carbon atoms also repel one another. A rough repulsion of 0.70 eV lowers the plateau difference in \(y_C\) from 0.0046 to 0.0041, about 11%. It also lowers the 600 s entropy production from 3.46 to 2.99 µJ/(K cm²); adding a silicon–silicon repulsion of 1.00 eV as well raises it to 3.67. Raising \(D_C\) alone by 30% gives 3.51.

Carbon also expands the lattice. For a constrained layer with Young's modulus \(E=100\) GPa, Poisson ratio \(\nu=0.3\) and strain \(\eta=0.20\) per unit \(y_C\), the elastic energy density is \(E\eta^2(\delta y_C)^2/(1-\nu)\). Its derivative, divided by \(n\), shifts the carbon potential by \(2E\eta^2\delta y_C/[(1-\nu)n]\). For the plateau difference this is about 15% of the driving energy \(W(y_S^L-y_S^R)\), and it opposes the carbon enrichment. This takes uniform carbon as the stress-free state; if the weld is stress-free with the initial difference of 0.002 in place, the figure is about 8%. Creep, or bending of a free plate, would reduce it.

I have not estimated grain boundaries, carbon loss at the surface, vacancy supersaturation or the appearance of a second phase. They could change the profiles. If carbon escapes, its exchange with the surroundings must enter the entropy balance too. The remaining values are in the numerical output.

## Calculated quantities

```
Temperature 1323 K; kT 0.1140 eV
C-Si repulsion W 0.60 eV; W/kT 5.263
Site density 8.20e+22 cm^-3; couple length 400 um
Initial weld standard deviation 5.0 um
D_C, D_Si, D_host: 4.0e-07, 5.0e-11, 5.0e-12 cm2/s
Initial y_C left, right: 0.0190, 0.0210
Initial y_Si left, right: 0.0500, 0.0050
Diffusion matrix CC, CS: 4.000e-07, 4.126e-08 cm2/s
Diffusion matrix SC, SS: 5.635e-12, 4.864e-11 cm2/s
Critical slope ratio D_CS/D_CC 0.1031
Initial slope ratio -dy_C/dy_Si 0.0444
Free-energy Hessian eigenvalues/kT 35.60, 52.82
Diffusion eigenvalues 4.805e-11, 4.000e-07 cm2/s
Weld at 0 s: dy_C/dx 1.594e-04 um^-1; dmu_C/dx -1.2250 meV/um
  carbon flux 6.907e+16 atoms/(cm2 s)
Weld at 60 s: dy_C/dx 3.488e-04 um^-1; dmu_C/dx -0.0879 meV/um
  carbon flux 4.925e+15 atoms/(cm2 s)
Weld at 600 s: dy_C/dx 3.287e-04 um^-1; dmu_C/dx -0.0172 meV/um
  carbon flux 9.645e+14 atoms/(cm2 s)
End y_C at 60 s: left 0.01899, right 0.02101
End y_C at 600 s: left 0.01807, right 0.02194
End y_C at 5000 s: left 0.01769, right 0.02232
End y_C at 3e7 s: left 0.02000, right 0.02000
Frozen-Si formula y_C: left 0.01769, right 0.02231
Entropy balance to 600 s, in uJ/(K cm2):
  carbon mixing -3.6580
  silicon-host mixing 1.6164
  alloy mixing sum -2.0417
  heat to bath / T 5.5013
  total from free-energy loss 3.4597
  total from integrated fluxes 3.4592
Entropy balance to 3e7 s, in uJ/(K cm2):
  carbon mixing 1.1231
  silicon-host mixing 480.9394
  alloy mixing sum 482.0625
  heat to bath / T -5.2111
  total from free-energy loss 476.8514
  total from integrated fluxes 476.9996
Lattice terms to 600 s C, Si, host: 1.8627, 1.5928, 0.0037 uJ/(K cm2)
Local model (dimensionless): y_C=y_S=0.5; D_C,D_S,D_M=1,10,1
  forces C, S-M: 0.400, 1.000; fluxes C, S: -0.4750, 0.9250
  products C, S: -0.1900, 0.9250; total 0.7350
  lattice products C, S, M: 0.0400, 0.4500, 0.2450
101-cell grid, total to 600 s 3.4595 uJ/(K cm2)
Added C-C, Si-Si repulsion 0.70, 1.00 eV:
  total to 600 s 3.6695 uJ/(K cm2); end y_C difference 0.00361
  plateau y_C difference 0.00413; without C-C 0.00462
D_C raised 30%: total to 600 s 3.5091 uJ/(K cm2); y_C difference 0.00414
Stress inputs: modulus 100 GPa, Poisson 0.3, strain per y_C 0.20
Unrelaxed stress / C-Si driving energy 0.149
Adiabatic self-heating to 600 s 0.0536 K
```
